Bonds Cut by Planes Through Silicon and the (111) Monohydride Density, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The position average and the factor 3/2 on (111)

### What the wrong reference density does

A hydrogen measurement on a silicon surface can be converted to a coverage by dividing by a number of bonds per area. If the divisor is the number cut by a (111) plane placed at random, a perfect monohydride (111) face appears to be only two thirds covered. Nothing is missing from the face: the divisor is 1.5 times too large for it.

The opposite error is to take 1.5 as a property of every plane. For a (100) plane the ratio of cut bonds to the monohydride (111) density is 1.73, so a factor of 1.5 gives a result 13 percent below the correct one. For a (110) plane the ratio is 1.22, and the same factor gives a result 22 percent too high. The correct statement is therefore narrower than "any plane". The factor is 3/2 for (111) planes averaged over position, and for planes averaged over both position and orientation. It also holds for one further family of inclined planes, identified in Part 2.

### Lattice and counting conventions

Let a be the edge of the cubic cell of silicon. The atoms occupy two face-centred cubic sublattices, called A and B. With an A atom at the origin, the A sites are the points reached by adding whole multiples of

(a/2)(0,1,1), (a/2)(1,0,1), (a/2)(1,1,0).

The B sublattice is a copy of A displaced by (a/4)(1,1,1). Each sublattice has four atoms per cubic cell, so the number of A atoms per volume is 4/a³.

The nearest neighbours of the A atom at the origin are B atoms. One lies at the displacement itself, (a/4)(1,1,1). Subtracting (a/2)(0,1,1) from it gives

(a/4)(1,1,1) − (a/4)(0,2,2) = (a/4)(1,−1,−1),

and subtracting the other two lattice vectors gives the remaining neighbours. The four bond vectors are thus b_i = (a/4)s_i, with

s₁ = (1,1,1)
s₂ = (1,−1,−1)
s₃ = (−1,1,−1)
s₄ = (−1,−1,1).

Each has length

b = (a/4)√(1² + 1² + 1²) = √3 a/4.

The closest pair on the same sublattice is a/√2 apart, which is longer, so every bond joins an A atom to a B atom. Counting four bonds from each A atom therefore counts every bond once. The bond density is 4 × 4/a³ = 16/a³, of which 4/a³ belongs to each of the four directions.

Three conventions define a cut. The atoms stay at their perfect bulk positions. A bond is the straight segment between its two atoms. The bond is cut when those atoms lie on opposite sides of the plane. A cut bond is counted once per area of plane, and it leaves one dangling bond on each of the two faces created. The density for one face is therefore the density of cut bonds itself, with no factor of two. Planes that pass through an atom centre need no special rule in the average, because for each direction of plane the heights of the atoms can be numbered one by one, and such a set of positions has total width zero.

### Averaging over the position of the plane

Let n be the unit normal of the plane, and let its height c be the distance from the origin along n. Consider an A atom at height z. Its bond of direction i ends at height z + b_i·n. The plane cuts this bond when c lies between these two heights, which is an interval of length |b_i·n|. The absolute value appears because a bond may run up or down from its A atom and is cut in either case.

Now take a large block of crystal with area S parallel to the plane and thickness T along n. It contains (4/a³)ST atoms of type A. As c moves through the thickness, each of these atoms contributes a length |b_i·n| over which its bond i is cut. Adding the contributions and dividing by T gives the average number of cut bonds of direction i:

(1/T) × (4/a³)ST × |b_i·n| = (4/a³)S|b_i·n|.

Bonds that leave through the top, bottom or sides of the block cause an error, but the fraction of bonds concerned falls to zero as the block grows in all directions. Dividing by S and adding the four directions gives the position-averaged density N(n):

N(n) = (4/a³) Σ_i |b_i·n|.

Inserting b_i = (a/4)s_i, the factor 4 cancels and one power of a is removed:

N(n) = (4/a³)(a/4) Σ_i |s_i·n| = (1/a²) Σ_i |s_i·n|.  (1)

This has the form of a flux. A bond perpendicular to the plane occupies the largest range of heights and is the most likely to be cut. A bond parallel to the plane occupies no range and contributes nothing. The result is an average over c, and at a particular c the count can differ from it.

### Removing the absolute values

Write the absolute values of the three components of n in descending order as h ≥ k ≥ l ≥ 0, with

h² + k² + l² = 1.

Replacing n by these ordered values does not change the sum in equation (1). Interchanging two components only interchanges members of the set s_i. Reversing the sign of one component also preserves the set of absolute values. For example, with the components (h,k,−l), the four products are

h + k − l, h − k + l, −h + k + l, −h − k − l.

With (h,k,l) they are

h + k + l, h − k − l, −h + k − l, −h − k + l.

The second list contains the same four magnitudes as the first, in a different order. The same argument applies to the other two components.

For the ordered values, three of the magnitudes have a known sign inside:

|h + k + l| = h + k + l
|−h + k − l| = h − k + l, because h ≥ k and l ≥ 0
|−h − k + l| = h + k − l, because k ≥ l and h ≥ 0.

Their sum is

(h + k + l) + (h − k + l) + (h + k − l) = 3h + k + l.

The fourth magnitude remains, so

Σ_i |s_i·n| = 3h + k + l + |h − k − l|.

If h ≥ k + l, the last term is h − k − l and the total is 4h. If h ≤ k + l, the last term is −h + k + l and the total is 2h + 2k + 2l. Since |x| is the larger of x and −x, the correct branch is in each case the larger of the two totals:

N(n) = (1/a²) max[4h, 2(h + k + l)].  (2)

Equation (2) needs a normalized normal. Miller indices must first be divided by the square root of the sum of their squares. For (100), h = 1 and the other components vanish, so

N(100) = 4/a².

For (110), h = k = 1/√2 and l = 0. Both branches give the same value:

N(110) = 4/(√2 a²) = 2√2/a² = 2.828/a².

For (111), all three components equal 1/√3. The first branch would give 4/√3 = 2.309, and the second gives 6/√3 = 3.464. The larger applies:

N(111) = 6/(√3 a²) = 2√3/a² = 3.464/a².

The branch that was not chosen equals, for this orientation, the monohydride density derived next. Selecting the wrong branch in an implementation would therefore hide the factor 3/2.

### The ideal monohydride density

An ideal monohydride (111) face has one hydrogen on each surface silicon atom, and each such atom has one dangling bond perpendicular to the face. The density follows from the area per surface atom. Two shortest lattice vectors within a (111) layer are

p = (a/2)(1,−1,0) and q = (a/2)(0,1,−1).

Each is perpendicular to (1,1,1), because its components add to zero. Each has length a/√2. Their scalar product is

p·q = (a²/4)(0 − 1 + 0) = −a²/4.

The area of the cell that they span is

√(|p|²|q|² − (p·q)²) = √(a⁴/4 − a⁴/16) = √(3a⁴/16) = √3 a²/4.

There is one surface atom, and hence one hydrogen, in this area. The monohydride density N_H is

N_H = 4/(√3 a²) = 2.309/a².  (3)

The required ratio is therefore

N(111)/N_H = (2√3/a²) × (√3 a²/4) = 6/4 = 3/2.

### Where the extra half bond comes from

The arithmetic is exact within the stated geometry, but the spacing of the atomic planes shows its cause. Let n = (1,1,1)/√3. The bond b₁ is parallel to n and rises by

b₁·n = (a/4)(3/√3) = √3 a/4.

Each of the other three bonds changes height by

b_i·n = (a/4)(−1/√3) = −a/(4√3), for i = 2, 3, 4.

These bonds are inclined and run downward from their A atom.

Successive A layers are separated by a/√3. To see this, apply n to any of the three generating vectors of the A lattice: each gives (a/2)(2/√3) = a/√3, so all A heights are whole multiples of this length. Call this the period d. In terms of d,

√3 a/4 = 3d/4 and a/(4√3) = d/4.

Starting from an A layer at height zero, the next layer above is a B layer at 3d/4, and the next A layer is at d. The crystal thus has two kinds of gap in alternation.

The wide gap, from 0 to 3d/4, is crossed by the perpendicular bonds alone. A plane in it cuts one bond for each site of a layer. The narrow gap, from 3d/4 to d, is crossed by the three inclined bonds that run down from each A atom. A plane in it cuts three bonds for each site.

A plane placed with uniform probability falls in the wide gap for 3/4 of its positions and in the narrow gap for 1/4. The average number of cut bonds per site is

(3/4) × 1 + (1/4) × 3 = 3/4 + 3/4 = 3/2.  (4)

The monohydride face is defined by a cut in the wide gap and has one bond per site. The factor 3/2 is the price of averaging over cuts that the monohydride face excludes. Half of the bonds in the average come from the narrow gap, although that gap occupies a quarter of the positions.

The weights in equation (4) are the gap widths. If the two kinds of termination were instead chosen with equal probability, the average would be (1 + 3)/2 = 2 bonds per site. A simulation that selects a layer at random, and not a height at random, therefore samples a different quantity and should not be compared with equation (1).

Explicit counting agrees with this division. Atoms were generated from the two sublattices, neighbours were found from their distances, and a (111) plane was placed at 40 evenly spaced heights that covered a whole period. One bond per site was cut at a fraction 0.75 of the heights and three at a fraction 0.25. In units of 1/a² the two counts were 2.3094 and 6.9282, with a mean of 3.4641.

The average does not describe a face that could be prepared with 1.5 hydrogens on every site. No flat (111) cut has that count: each has either one or three cut bonds per site. The value 3/2 is a statistical property of the position of the plane, in the same way that the average throw of a die need not be one of its faces.

## Part 2. Other planes, fixed cuts and silicon surfaces

### Symbols and results carried forward

The cubic lattice constant is a, and n is the unit normal of a plane. The ordered absolute components of n are h ≥ k ≥ l ≥ 0. The four bond vectors are (a/4)s_i, where s_i = (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1). The position-averaged density of cut bonds and the ideal monohydride (111) density are

N(n) = (1/a²) max[4h, 2(h + k + l)] and N_H = 4/(√3 a²).

The (111) period is d = a/√3. A plane in its wide gap, 3d/4, cuts one bond per site; a plane in its narrow gap, d/4, cuts three.

### The ratio for every orientation

Define R = N/N_H. Multiplying N by √3 a²/4 gives

R = max[√3 h, (√3/2)(h + k + l)].

Let α be the angle from n to the nearest cube axis and β the angle to the nearest ⟨111⟩ axis. Then h = cos α. Also, the projection of the ordered normal on (1,1,1)/√3 is cos β = (h + k + l)/√3. Substitution gives

R = max[√3 cos α, (3/2) cos β].  (5)

The upper limit follows directly. The first branch is at most √3 = 1.73, reached when n is a cube axis, and the second is at most 1.5.

For the lower limit, use h ≥ k and h ≥ l:

1 = h² + k² + l² ≤ h² + hk + hl = h(h + k + l).

The product of the two branches of a²N is therefore

4h × 2(h + k + l) = 8h(h + k + l) ≥ 8.

The larger of two positive numbers is at least the square root of their product, so a²N ≥ √8 = 2√2. The (110) plane attains this value. Hence

√(3/2) ≤ R ≤ √3,

or 1.22 to 1.73 in figures.

Equation (5) also identifies every orientation with R = 3/2. In the second branch this requires β = 0, which is a {111} plane. In the first it requires cos α = √3/2, or α = 30°. The first branch does apply all around that cone: there k² + l² = 1 − 3/4 = 1/4, so k + l ≤ √(2 × 1/4) = 0.707, which is less than h = 0.866. Normals inclined by 30° to a cube axis therefore share the ratio 3/2 for every azimuth.

### Averaging over orientation

Suppose now that all directions of n are equally likely. For one bond of length b, let θ be its angle to n. By symmetry it is enough to average over the hemisphere 0 ≤ θ ≤ π/2, where the normalized weight is sin θ dθ:

⟨|cos θ|⟩ = ∫ cos θ sin θ dθ = [sin²θ/2] from 0 to π/2 = 1/2.

This holds for each of the four bond directions. With 16/a³ bonds per volume, each of length √3 a/4, the average is

⟨N⟩ = (16/a³)(√3 a/4)(1/2) = 2√3/a².  (6)

This equals N(111), so ⟨N⟩/N_H = 3/2. The agreement can be traced to the tetrahedral angles. For a (111) plane, one bond has |cos θ| = 1 and three have |cos θ| = 1/3. Their sum is 1 + 3 × (1/3) = 2, the same as four bonds with the isotropic mean of 1/2.

Equation (6) refers to flat planes with isotropic normals. Flat planes with one fixed orientation do not meet that condition, and equation (2) gives their average over position instead. Neither average describes a terraced monohydride surface, which is treated below. As a numerical test, the projected bond sum was averaged over a grid of 500 × 500 directions in one octant. The result was 3.4641/a², a ratio of 1.5000.

The position-averaged density of cut bonds is now known for every orientation, and its ratio to the monohydride (111) density is 3/2 for (111) planes, for planes with normals at 30° to a cube axis, and for the average over all orientations. What remains is the count at a stated position, the numerical densities for silicon, and the application to stepped and hydrogen-terminated surfaces.
